# Shifts of the He⁺ 2p levels when the nucleus splits

An electron bound to a nucleus of charge 2 forms the ion He⁺. Replace that nucleus by two protons a small distance $R$ apart, and the electron now belongs to the molecular ion H₂⁺ at very short bond length. The problem is to find how the levels that start from He⁺ 2p respond, and what this means in a close collision of a proton with a hydrogen atom.

The protons are held fixed at $z=\pm a$, with $a=R/2$, and the origin is their midpoint. Hartree atomic units are used: lengths in bohr, energies in hartree, $\hbar=m_e=e=1$. The treatment is nonrelativistic and leaves out the electron's spin. "Electronic level" means the energy of the electron in the field of the two protons, without their mutual repulsion $1/R$. The angle $\theta$ is measured from the $z$ axis, and $c=\cos\theta$. The state with angular momentum $m=0$ about the axis is called 2pσ, and the two states with $m=\pm1$ are called 2pπ.

## (a) The perturbation

**Write the Hamiltonian as that of He⁺ plus a perturbation $V$, and find the leading form of $V$ for $r\gg R$.**

The Hamiltonian of the electron is

$$H=-\tfrac12\nabla^2-\frac1{|\mathbf r-a\hat z|}-\frac1{|\mathbf r+a\hat z|}.$$

Adding and subtracting $2/r$ gives $H=H_0+V$, with

$$H_0=-\tfrac12\nabla^2-\frac2r,\qquad V=\frac2r-\frac1{|\mathbf r-a\hat z|}-\frac1{|\mathbf r+a\hat z|}.$$

Let $t=a/r$. The distance to the upper proton obeys $|\mathbf r-a\hat z|^2=r^2(1-2tc+t^2)$. With $x=-2tc+t^2$ and $(1+x)^{-1/2}=1-\tfrac12x+\tfrac38x^2+\dots$,

$$\frac{1}{|\mathbf r-a\hat z|}=\frac1r\left[1+tc-\tfrac12t^2+\tfrac32t^2c^2+O(t^3)\right]
=\frac1r\left[1+tc+t^2P_2(c)+O(t^3)\right],$$

where $P_2(c)=(3c^2-1)/2$. The other proton gives the same series with $t\to-t$. In the sum the odd powers cancel and the even ones double:

$$\frac1{|\mathbf r-a\hat z|}+\frac1{|\mathbf r+a\hat z|}=\frac2r+\frac{2a^2}{r^3}P_2(c)+O(a^4/r^5).$$

The term $2/r$ cancels in $V$. Since $2a^2=R^2/2$, what remains is the quadrupole term

$$V_2=-\frac{R^2}{2}\,\frac{P_2(\cos\theta)}{r^3}.$$

Its sign can be seen directly. On the axis $P_2=1$ and $V_2<0$: the gain from approaching one proton exceeds the loss from receding from the other. In the midplane $P_2=-\tfrac12$ and $V_2>0$, because both protons are farther away than the single nucleus was.

## (b) The degenerate level

**The $n=2$ level of He⁺ contains 2s and three 2p states, all at the same energy. Show that no diagonalization among them is needed.**

Degenerate perturbation theory asks for the matrix of $V$ among these four states. Two symmetries make it diagonal.

First, $V$ is unchanged by $\mathbf r\to-\mathbf r$, which merely exchanges the protons. The 2s state is even under this inversion and the 2p states are odd, so the integrand of $\langle 2s|V|2p\rangle$ is odd and its integral vanishes.

Second, $V$ does not depend on the azimuth $\varphi$. A matrix element between states $m$ and $m'$ contains $\int_0^{2\pi}e^{i(m-m')\varphi}d\varphi$, which vanishes for $m\ne m'$. This separates $m=0,+1,-1$.

Both symmetries belong to the full $H$, not just to $V_2$, so higher orders do not mix these states either. The first-order shifts are therefore the diagonal elements.

## (c) The two shifts

**Evaluate the radial and angular averages, and obtain the leading shifts of 2pσ and 2pπ.**

Write the radial function as $R_{21}(r)=u(r)/r$ and try $u=Nr^2e^{-r}$. Its second derivative is $u''=N(2-4r+r^2)e^{-r}$. The radial equation for $l=1$ then gives

$$-\tfrac12u''+\frac{u}{r^2}-\frac{2u}{r}
=Ne^{-r}\left[-1+2r-\tfrac12r^2+1-2r\right]=-\tfrac12u.$$

So the function is a solution with $E=-\tfrac12$. To find $N$ we use $\int_0^\infty r^ke^{-2r}dr=k!/2^{k+1}$:

$$1=N^2\int_0^\infty r^4e^{-2r}dr=\tfrac34N^2,\qquad N^2=\tfrac43.$$

The radial average is

$$\langle r^{-3}\rangle=\frac43\int_0^\infty r\,e^{-2r}dr=\frac43\cdot\frac14=\frac13.$$

After integration over $\varphi$, the normalized angular densities in $c$ are $\tfrac32c^2$ for σ and $\tfrac34(1-c^2)$ for π. Hence

$$\langle P_2\rangle_\sigma=\frac34\int_{-1}^1(3c^4-c^2)\,dc=\frac34\left(\frac65-\frac23\right)=\frac25,$$

$$\langle P_2\rangle_\pi=\frac38\int_{-1}^1(-1+4c^2-3c^4)\,dc=\frac38\left(-2+\frac83-\frac65\right)=-\frac15.$$

Multiplying the factors,

$$\Delta E_\sigma=-\frac{R^2}2\cdot\frac13\cdot\frac25=-\frac{R^2}{15},\qquad
\Delta E_\pi=-\frac{R^2}2\cdot\frac13\cdot\left(-\frac15\right)=+\frac{R^2}{30}.$$

The σ cloud lies along the axis, where the split nucleus attracts more strongly, and its level falls. The π cloud lies around the midplane, and its level rises. There are two π states, so the three shifts add to zero at this order. The reason is that the three 2p densities together are spherical, and a quadrupole averages to zero over a sphere.

The same steps cover a nucleus of charge $Z$ split into two equal halves. The potential acquires a factor $Z/2$. Scaling lengths by $2/Z$ turns $\langle r^{-3}\rangle$ into $\tfrac13(Z/2)^3$. Both shifts are thus multiplied by $(Z/2)^4$, provided that $ZR\ll1$ and there is one electron.

## (d) The region between the protons

**The form $V_2$ is invalid for $r<a$, where it even diverges. Find the order of the resulting error, and its leading first-order coefficient. What changes for 2s?**

For $r<a$ the roles of $r$ and $a$ in the expansion are exchanged:

$$V=\frac2r-\frac2a-\frac{2r^2}{a^3}P_2(c)-\dots$$

The omitted terms contain $P_4,P_6,\dots$. A 2p density contains $P_0$ and $P_2$ alone, so by orthogonality these terms have zero average, inside and outside. Let $q=\langle P_2\rangle$. The first-order energy with the true $V$ exceeds that with $V_2$ by

$$\delta=\frac43\int_0^a r^4e^{-2r}\left[2\left(\frac1r-\frac1a\right)+2q\left(\frac{a^2}{r^3}-\frac{r^2}{a^3}\right)\right]dr.$$

To leading order $e^{-2r}$ may be set to 1:

$$\delta\simeq\frac83a^4\left[\left(\frac14-\frac15\right)+q\left(\frac12-\frac17\right)\right]
=a^4\left[\frac2{15}+\frac{20}{21}q\right].$$

For σ, $q=\tfrac25$ gives $\tfrac{18}{35}a^4=\tfrac{9}{280}R^4$. For π, $q=-\tfrac15$ gives $-\tfrac2{35}a^4=-\tfrac1{280}R^4$. The error is small because the 2p density vanishes as $r^2$ at the centre.

A direct two-dimensional quadrature of the true $V$ at $R=0.10$ bohr gives $+0.03026$ and $-0.00344$ for $\delta/R^4$, against the limiting values $+0.03214$ and $-0.00357$. The next term of $e^{-2r}\simeq1-2r$ accounts for the differences. It adds

$$-\frac{16}{3}a^5\left[\left(\frac15-\frac16\right)+q\left(\frac13-\frac18\right)\right],$$

which is $-\tfrac{7}{360}R^5$ for σ and $+\tfrac1{720}R^5$ for π. At $R=0.10$ this changes $\delta/R^4$ by $-0.0019$ and $+0.0001$.

Second-order perturbation theory also starts at $R^4$, since $V_2$ enters twice. Its coefficient is finite. The first-order change $f$ of the radial function obeys an equation whose source near the centre behaves as $R^2r^{-3}r^2=R^2/r$. This is balanced by $f\propto R^2r$, through the centrifugal term $f/r^2$. The second-order energy then contains $R^2\int r^2\,r^{-3}f\,dr\propto R^4\int dr$, which converges at small $r$. The numbers $9/280$ and $-1/280$ are therefore parts of the fourth-order coefficients, not the whole.

The 2s state behaves differently because its density does not vanish at the centre. Its radial function is $2(1-r)e^{-r}$, and its spherical density responds to the monopole part of $V$ alone:

$$\Delta E_{2s}\simeq4\int_0^ar^2\left(\frac2r-\frac2a\right)dr=8a^2\left(\frac12-\frac13\right)=\frac{R^2}{3}.$$

This leading shift comes entirely from the sphere $r<a$, where the point quadrupole would give no usable answer.

## (e) Comparison with the two-centre levels, and the range of validity

**The two-centre Schrödinger equation separates in prolate spheroidal coordinates and can be solved numerically without a multipole expansion. Use its levels to judge the formulas, and explain why they must fail at large $R$.**

The solution gives these values of $(E+\tfrac12)/R^2$, in hartree/bohr²:

| $R$ (bohr) | 2pσ | 2pπ |
|---|---|---|
| 0.05 | −0.066687 | +0.033295 |
| 0.10 | −0.066744 | +0.033186 |
| 0.20 | −0.066936 | +0.032788 |

If the first correction to this ratio is proportional to $R^2$, the combination $[4y(0.05)-y(0.10)]/3$ removes it. The results are $-0.066668$ and $+0.033332$, to be compared with $-1/15=-0.066667$ and $+1/30=+0.033333$.

The deviations also show the size of the fourth-order terms. At $R=0.10$ the σ ratio lies $0.000077$ below its limit, and the π ratio $0.000147$ below. Division by $R^2=0.01$ gives effective coefficients of $-0.0077$ and $-0.0147$ hartree/bohr⁴ at this $R$. The same step at $R=0.20$ gives $-0.0067$ and $-0.0136$, so an $R^5$ term is still present, and a linear extrapolation to $R=0$ puts the total fourth-order coefficients near $-0.009$ and $-0.016$. For σ the sign is opposite to that of the first-order part, $+0.032$. Second order must therefore contribute about $-0.04$. Its negative sign is expected: 2pσ and 2pπ are each the lowest level of their symmetry, so every energy denominator in the second-order sum is negative.

At large $R$ the 2pσ electron is shared between two distant protons. Near either one it has the energy $-\tfrac12$ of H(1s), lowered by the attraction $-1/R$ of the other. At $R=20$ bohr the numerical value of $E+1/R$ is $-0.500014$ hartree, as this picture requires. A level that returns towards $-\tfrac12$ cannot follow $-R^2/15$ indefinitely. The two limiting forms cross where $R^2/15=1/R$, at $R=15^{1/3}\approx2.5$ bohr. This marks roughly where the small-$R$ law for 2pσ has lost all meaning; its accuracy is lost earlier. The 2pπ level tends to $-\tfrac18$ hartree, the $n=2$ level of hydrogen, so its rise as $+R^2/30$ must end as well.

## (f) A close collision

**A proton strikes a free hydrogen atom at rest, head-on. On the 2pσ curve, which collision energy brings the protons to $R=0.01$ nm? Find the level shifts and the electronic forces there.**

The separation is $R=0.18897$ bohr, so $R^2=0.03571$ bohr². The shifts are

$$\Delta E_\sigma=-\frac{0.03571}{15}=-0.002381\ \text{hartree}=-0.0648\ \text{eV},$$

$$\Delta E_\pi=+\frac{0.03571}{30}=+0.001190\ \text{hartree}=+0.0324\ \text{eV}.$$

The two-centre solution gives $-0.0650$ and $+0.0319$ eV. Relative to these, the formula is 0.4 % too small in magnitude for σ and 1.5 % too large for π.

The force along the separation, positive when it drives the protons apart, is $-dE/dR$:

$$F_\sigma=+\frac{2R}{15}=-\frac{2\Delta E_\sigma}{R}=\frac{2(0.0648)}{0.01}\approx13\ \text{eV/nm},\qquad
F_\pi=-\frac{R}{15}\approx-6.5\ \text{eV/nm}.$$

A 2pσ electron pushes the protons apart, and a 2pπ electron draws them together. Both effects are slight beside the bare repulsion, which is 14 400 eV/nm in force and 144.00 eV in energy. The σ force is about 0.09 % of the former.

The 2pσ level starts at $-\tfrac12$ hartree for H(1s) + H⁺ and ends at $-\tfrac12$ hartree for He⁺. The energy needed in the centre-of-mass frame is therefore the repulsion plus the small shift, $144.00-0.06\approx143.9$ eV. For equal masses with the target at rest, half the laboratory energy is available in that frame, so the proton needs about 288 eV.

This result is for one curve. When the electron starts on one particular atom, its state is an equal mixture of the even and odd combinations of the two atomic orbitals. The odd one leads to 2pσ. The even one leads to the much deeper He⁺ 1s level, and its turning distance at the same energy is different.

## (g) What the clamped, isolated model leaves out

**Estimate the neglected effects for these numbers, and decide what the shifts may be used for.**

*Moving nuclei.* Let $\mathbf N$ be the angular momentum of the relative nuclear motion, $\mathbf L$ that of the electron and $\mathbf J=\mathbf N+\mathbf L$. The rotational energy is $\mathbf N^2/(2\mu R^2)$, with $\mu$ half the proton mass. Inserting $\mathbf N=\mathbf J-\mathbf L$ produces, for states tied to the proton-proton axis, the diagonal electronic term

$$\frac{\langle L_x^2+L_y^2\rangle}{2\mu R^2}=\frac{l(l+1)-m^2}{2\mu R^2}.$$

For $l=1$ the numerator is 2 for σ and 1 for π. The term amounts to 0.830 eV and 0.415 eV, some thirteen times the corresponding quadrupole shifts. By itself it would even place σ above π. It is not the whole rotational energy, however. At fixed $J$ the diagonal element of $\mathbf N^2$ is $J(J+1)-m^2$ plus the numerator above, that is $J(J+1)+2$ for σ and $J(J+1)$ for π. For $J>0$ the cross term $-2\mathbf J\cdot\mathbf L$ also couples σ to π, with comparable or greater strength. For $J=1$, one mixture of σ and π has $\mathbf N=0$, and its rotational energy vanishes. At this distance the rotational terms exceed the π–σ splitting, so for $J>0$ the states tied to the axis are not stationary states of the rotation. How much they mix in a collision depends on how far the axis turns.

A time estimate shows how the mixing comes about. The π–σ splitting is $0.0324+0.0648=0.0972$ eV. During the time $R/v$, with $v$ the relative speed before the collision, it builds up a phase of 0.0063 rad. The protons slow down near the turning point, which makes the phase larger, but close to the smallest separation it stays far below 1. This holds only for that part of the path: the splitting grows as $R^2$, and over the whole stretch within about 1 bohr, in and out, the phase is no longer small. If the collision is not quite head-on and the axis turns quickly, the electron cloud has no time to turn with it. A state that was σ about the old axis is then a mixture of σ and π about the new one, with a π weight of roughly $\sin^2\chi$ for a turning angle $\chi$. On a repulsive Coulomb path $\chi=2\arctan(Nv)$, and here $v\approx0.107$. On the head-on path the axis does not turn and rotation leaves σ unmixed. For $N=1$ the angle is about 12° and the π weight is a few percent. For $N\approx10$ the angle is near 90° and the transfer to π is almost complete.

*Smaller terms.* The recoil of the nuclei raises both levels by about 0.0037 eV. The fine-structure splitting of He⁺ 2p is about 0.0007 eV.

*Surroundings.* An electric field $F$ along the axis breaks the inversion symmetry used in (b) and couples 2s to 2pσ with strength $\tfrac32F$ in atomic units. To leading order these levels are separated by $R^2/3+R^2/15=6|\Delta E_\sigma|$. The 2s shift has a correction of relative order $R$, which is not negligible here, so this gives only the size of the separation: a few tenths of an eV. A field of 0.01 MV/cm gives a coupling of 0.00008 eV, which is negligible. A bare unit charge on the axis 0.3 nm away gives about 1.27 eV if its field is taken as uniform over the electron cloud, some twenty times the σ shift.

These estimates place the example among real processes. Hydrogen plasma implantation can work at energies from roughly a few hundred eV upward, so 288 eV belongs to the low end of that regime. At such energies a field of 0.01 MV/cm is of the size expected in the sheath of a dense plasma; in a thinner plasma the field is weaker, and its effect on the levels is smaller still. The head-on approach to 0.01 nm is a deliberately selected close collision, not a typical one. For an atom in the gas, isolation is a good assumption, and the clamped-nuclei picture is the one at risk: rotation does not disturb the strictly head-on path, but the picture breaks once the axis turns through a sizeable angle near closest approach. Inside an implanted solid, isolation breaks as well: the unscreened charge at 0.3 nm indicates disturbances of order 1 eV, although screening and the arrangement of the neighbours would change that figure.

The shifts $-R^2/15$ and $+R^2/30$ are thus sound as clamped-nuclei levels at small $R$, and they can enter a collision calculation together with the rotational coupling. They do not give the probability that the electron remains in either state. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
GENERAL RESULT
<r^-3> of He+ 2p: 0.333333 bohr^-3
2p-sigma <P2>: +0.400 (no unit)
2p-sigma coefficient: -0.066667 hartree/bohr^2
2p-pi <P2>: -0.200 (no unit)
2p-pi coefficient: +0.033333 hartree/bohr^2
TWO-CENTRE SOLUTION: shift/R^2 in hartree/bohr^2
2p-sigma, R = 0.05 bohr: -0.066687
2p-sigma, R = 0.10 bohr: -0.066744
2p-sigma, R = 0.20 bohr: -0.066936
2p-sigma, extrapolated to R = 0: -0.066668
2p-pi, R = 0.05 bohr: +0.033295
2p-pi, R = 0.10 bohr: +0.033186
2p-pi, R = 0.20 bohr: +0.032788
2p-pi, extrapolated to R = 0: +0.033332
2p-sigma + 1/R at R = 20 bohr: -0.500014 hartree
FIRST-ORDER R^4 TERM in hartree/bohr^4
2p-sigma formula: +0.03214
2p-sigma quadrature at R = 0.10 bohr: +0.03026
2p-pi formula: -0.00357
2p-pi quadrature at R = 0.10 bohr: -0.00344
EXAMPLE
proton separation: 0.010 nm = 0.18897 bohr
2p-sigma shift, formula: -0.06478 eV = -0.002381 hartree
2p-sigma shift, two-centre: -0.06502 eV
2p-sigma formula error: -0.37 %
2p-sigma electronic force: +12.956 eV/nm
2p-pi shift, formula: +0.03239 eV = +0.001190 hartree
2p-pi shift, two-centre: +0.03191 eV
2p-pi formula error: +1.49 %
2p-pi electronic force: -6.478 eV/nm
pi-sigma splitting: 0.09717 eV
bare repulsion energy: 144.00 eV
bare repulsion force: 14400 eV/nm
head-on centre-of-mass energy: 143.93 eV
head-on laboratory energy: 287.9 eV
EFFECTS LEFT OUT
2p-sigma angular-momentum term: 0.830 eV
2p-pi angular-momentum term: 0.415 eV
splitting phase in time R/v: 0.00629 rad
nuclear recoil: 0.00370 eV
fine-structure splitting: 0.000725 eV
sheath field, rough: 0.01 MV/cm
2s-2p coupling by sheath field: 0.000079 eV
distance of neighbouring unit charge: 0.3 nm
2s-2p coupling by that charge: 1.270 eV
```
